# Rotational invariance and the first moments of force constants, part 1

(Sections cited here and not found follow in the second part.)

Hartree atomic units are used. Greek indices are Cartesian, repeated Greek indices are summed, and sums over atoms are written out.

## Two atoms

Put atom 1 at the origin and atom 2 at $d\,\hat z$, with energy $E(d)$. Move the atoms sideways by $u_1\hat x$ and $u_2\hat x$. The distance becomes $\sqrt{d^2+(u_2-u_1)^2}=d+(u_2-u_1)^2/2d+\dots$, so

$$E=E(d)+\frac{E'(d)}{2d}(u_2-u_1)^2+\dots,\qquad \Phi_{1x,2x}\equiv\frac{\partial^2E}{\partial u_1\partial u_2}=-\frac{E'(d)}{d}.$$

To first order the sideways move is a rotation, yet it has a force constant, because a straight displacement stretches the bond at second order and the stretch costs $E'(d)$ per unit length. The force on atom 1 is $F_{1z}=+E'(d)$: moving atom 1 along $+z$ shortens the bond, so $\partial E/\partial z_1=-E'$. Hence

$$\Phi_{1x,2x}\,d=-F_{1z}.$$

A force constant times a lever arm equals a force, and it vanishes only at equilibrium. The general rule has the same content.

## Definitions and assumptions

$E(\{\mathbf R\})$ is the Born-Oppenheimer energy of $N$ nuclei, or an approximation to it such as the Hartree-Fock or Kohn-Sham energy, and

$$F_{i\alpha}=-\frac{\partial E}{\partial R_{i\alpha}},\qquad \Phi_{i\alpha,j\beta}=\frac{\partial^2E}{\partial R_{i\alpha}\partial R_{j\beta}}=-\frac{\partial F_{j\beta}}{\partial R_{i\alpha}},\qquad M_{i\alpha,\beta\gamma}=\sum_j\Phi_{i\alpha,j\beta}(R_j-R_i)_\gamma .$$

Two assumptions are made. $E$ has continuous second derivatives near the geometry considered, which excludes crossings of electronic states and gives $\Phi_{i\alpha,j\beta}=\Phi_{j\beta,i\alpha}$. And $E$ is unchanged by rigid translations and rotations at every geometry in that neighbourhood, which excludes external fields. Equilibrium is not assumed. Density functional perturbation theory (DFPT) evaluates the second derivative of the Kohn-Sham energy, so its force constants obey whatever follows from these assumptions, as far as the numerical energy meets them.

## Translations

Invariance under $\mathbf R_j\to\mathbf R_j+\mathbf c$ gives, to first order in $\mathbf c$, $\sum_jF_{j\beta}=0$. This holds at every geometry, so it may be differentiated with respect to $R_{i\alpha}$:

$$\sum_j\Phi_{i\alpha,j\beta}=0. \tag{1}$$

This is the acoustic sum rule. The part $-R_{i\gamma}\sum_j\Phi_{i\alpha,j\beta}$ of $M$ therefore vanishes, so for finite $N$ one has $M_{i\alpha,\beta\gamma}=\sum_j\Phi_{i\alpha,j\beta}R_{j\gamma}$ with any origin.

## Rotations

A rotation by the small vector $\boldsymbol\omega$ moves atom $j$ by $(\boldsymbol\omega\times\mathbf R_j)_\beta=W_{\beta\gamma}R_{j\gamma}$ with $W_{\beta\gamma}=\epsilon_{\beta\mu\gamma}\omega_\mu$, an arbitrary antisymmetric matrix. The first-order energy change $-W_{\beta\gamma}\sum_jF_{j\beta}R_{j\gamma}$ must vanish. A tensor whose contraction with every antisymmetric $W$ is zero is symmetric (choose $W_{xy}=-W_{yx}=1$ and all else zero, and so on), so

$$\sum_j\left(F_{j\beta}R_{j\gamma}-F_{j\gamma}R_{j\beta}\right)=0, \tag{2}$$

the absence of a net torque. Equation (2) also holds at every geometry. Differentiate it with respect to $R_{i\alpha}$, using $\partial F_{j\beta}/\partial R_{i\alpha}=-\Phi_{i\alpha,j\beta}$ and $\partial R_{j\gamma}/\partial R_{i\alpha}=\delta_{ij}\delta_{\alpha\gamma}$:

$$-\sum_j\Phi_{i\alpha,j\beta}R_{j\gamma}+F_{i\beta}\delta_{\alpha\gamma}+\sum_j\Phi_{i\alpha,j\gamma}R_{j\beta}-F_{i\gamma}\delta_{\alpha\beta}=0 .$$

By (1) the two sums are $M_{i\alpha,\beta\gamma}$ and $M_{i\alpha,\gamma\beta}$, and

$$M_{i\alpha,\beta\gamma}-M_{i\alpha,\gamma\beta}=\delta_{\alpha\gamma}F_{i\beta}-\delta_{\alpha\beta}F_{i\gamma}. \tag{3}$$

There are three values of $\alpha$ and three pairs $\beta\gamma$, hence nine conditions per atom, which are not all independent once (1) and the symmetry of $\Phi$ are imposed. The force term comes from differentiating the lever arm in the torque, and this is why only the force on atom $i$ appears. When $\mathbf F_i=0$, $M_{i\alpha,\beta\gamma}$ is symmetric in $\beta\gamma$, which is the Born-Huang condition. Force constants taken at a geometry with forces do not have this symmetry, and imposing it shifts the antisymmetric part by the force components.

For the two atoms, take $i=1$, $\alpha=\beta=x$, $\gamma=z$. Then $M_{1x,xz}=\Phi_{1x,2x}d$, $M_{1x,zx}=0$ because the atoms have no separation along $x$, and the right side is $-F_{1z}$, as found.

## The forces turn with the system

Let $\Omega$ be a finite rotation matrix. Differentiating $E(\Omega\mathbf R)=E(\mathbf R)$ with respect to $R_{i\alpha}$ gives $\Omega_{\beta\alpha}F_{i\beta}(\Omega\mathbf R)=F_{i\alpha}(\mathbf R)$, that is $\mathbf F_i(\Omega\mathbf R)=\Omega\mathbf F_i(\mathbf R)$ since $\Omega^T=\Omega^{-1}$. With $\Omega=1+W$ and $\mathbf t_j=\boldsymbol\omega\times\mathbf R_j$, the left side changes by $-\sum_j\Phi_{ij}\mathbf t_j$ and the right by $W\mathbf F_i$:

$$\sum_j\Phi_{ij}\,(\boldsymbol\omega\times\mathbf R_j)=-\boldsymbol\omega\times\mathbf F_i. \tag{4}$$

This is (3) again. Contracting (3) with $W_{\beta\gamma}$ gives $2M_{i\alpha,\beta\gamma}W_{\beta\gamma}$ on the left, by antisymmetry of $W$, and $W_{\beta\alpha}F_{i\beta}-W_{\alpha\gamma}F_{i\gamma}=-2W_{\alpha\gamma}F_{i\gamma}$ on the right, which is twice (4). Both sides of (3) are antisymmetric in $\beta\gamma$ and $W$ is arbitrary, so (4) implies (3) in turn.

Multiply (4) by $\mathbf t_i$, sum over $i$, and use $(\mathbf a\times\mathbf b)\cdot(\mathbf a\times\mathbf c)=a^2\,\mathbf b\cdot\mathbf c-(\mathbf a\cdot\mathbf b)(\mathbf a\cdot\mathbf c)$:

$$t^T\Phi\,t=-\sum_i\left[\omega^2\,\mathbf R_i\cdot\mathbf F_i-(\boldsymbol\omega\cdot\mathbf R_i)(\boldsymbol\omega\cdot\mathbf F_i)\right]. \tag{5}$$

The curvature has the same origin as in the diatomic. A true rotation is $\Omega=e^W=1+W+\tfrac12W^2+\dots$, and constancy of $E$ at second order in $\omega$ reads $\tfrac12t^T\Phi t-\tfrac12\sum_i\mathbf F_i\cdot W^2\mathbf R_i=0$. Since $W^T=-W$, $\mathbf F\cdot W^2\mathbf R=-(W\mathbf F)\cdot(W\mathbf R)$, which reproduces (5). The straight displacement $t$ lacks the inward term $\tfrac12W^2\mathbf R$, and the curvature along $t$ balances the work of the forces along that term.

At equilibrium the three rotations of a nonlinear molecule are null vectors of $\Phi$. Away from it they are in general not even eigenvectors. An exception is a geometry in which $\mathbf F_i=(F_r/R)\mathbf R_i$ for all $i$, as in a regular ring of radius $R$ with radial force $F_r$. Then (4) reads $\Phi t=\lambda t$ for every axis. For six atoms $E'(R)=\sum_i(\partial E/\partial\mathbf R_i)\cdot\mathbf R_i/R=-6F_r$, so

$$\lambda=-\frac{F_r}{R}=\frac{E'(R)}{6R}. \tag{6}$$

## One pair term

For a term $V(r)$ with $\mathbf r=\mathbf R_j-\mathbf R_i=r\mathbf n$ one has $\partial V/\partial R_{j\beta}=V'n_\beta$, $\partial/\partial R_{i\alpha}=-\partial/\partial r_\alpha$ and $\partial n_\beta/\partial r_\alpha=(\delta_{\alpha\beta}-n_\alpha n_\beta)/r$. Therefore $F_{i\gamma}=+V'n_\gamma$ and

$$\Phi_{i\alpha,j\beta}\,r_\gamma=-\left[V''n_\alpha n_\beta+\frac{V'}{r}(\delta_{\alpha\beta}-n_\alpha n_\beta)\right]rn_\gamma=-(rV''-V')\,n_\alpha n_\beta n_\gamma-\delta_{\alpha\beta}V'n_\gamma. \tag{7}$$

The first piece is fully symmetric. The second is $-\delta_{\alpha\beta}F_{i\gamma}$, and subtracting its $\beta\gamma$ transpose gives the right side of (3). Central pair potentials satisfy (3) pair by pair.

## Crystals

Atoms sit at $\mathbf R_l+\boldsymbol\tau_\kappa$ in cells of volume $\Omega_0$. An infinite crystal has no finite total energy, so (2) cannot be used directly. Cut out a finite crystallite with all nuclei held at their lattice sites. Its surface atoms feel unbalanced forces, but (3) is exact for it, because (3) needs no equilibrium. Apply (3) to the central atom $(0\kappa)$ and let the crystallite grow. Assume that the force on this atom and each $\Phi_{0\kappa\alpha,j\beta}$ tend to bulk values, and that $|\Phi_{0\kappa\alpha,j\beta}|\le g(r_j)$ for all crystallite sizes with $\sum_jg(r_j)\,r_j<\infty$, $r_j$ being the distance from the central atom. The atoms beyond a radius $\rho$ then contribute at most $\sum_{r_j>\rho}g\,r_j$, which is as small as desired uniformly in size, and the finitely many terms inside $\rho$ converge. So (3) holds in the bulk with

$$M_{\kappa\alpha,\beta\gamma}=\sum_{l\kappa'}\Phi_{0\kappa\alpha,l\kappa'\beta}\,(R_l+\tau_{\kappa'}-\tau_\kappa)_\gamma .$$

A stressed crystal must be held by forces at its surface, but the right side of (3) contains the force on the central atom alone, so stress does not enter. Conditions on second moments are a separate matter and are not treated here.

For $g\sim r^{-p}$ the sum behaves as $\int r^{3-p}dr$ and needs $p>4$. Each derivative of $1/r$ lowers the power by one, so in an insulator the fields induced by displaced atoms couple as $r^{-3}$ between two dipoles, $r^{-4}$ between a dipole and a quadrupole, and $r^{-5}$ between two quadrupoles. The last has $p>4$, but bulk decay alone does not establish the bound, which must also hold for surface atoms, and these may carry dynamical charges that vanish in the bulk; the bound remains an assumption. The dipole-dipole and dipole-quadrupole terms have $p\le4$, so the proof does not cover insulators with nonzero Born effective charges. In a metal the decay of $\Phi$ must be examined separately.

## The form used in DFPT

DFPT yields, at wavevector $\mathbf q$ and without mass factors,

$$C_{\kappa\alpha,\kappa'\beta}(\mathbf q)=\sum_l\Phi_{0\kappa\alpha,l\kappa'\beta}\,e^{i\mathbf q\cdot(\mathbf R_l+\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)} .$$

Absolute convergence of the first moment allows differentiation term by term, which brings down $i$ times the separation:

$$M_{\kappa\alpha,\beta\gamma}=-i\sum_{\kappa'}\frac{\partial C_{\kappa\alpha,\kappa'\beta}}{\partial q_\gamma}\bigg|_{\mathbf q=0}. \tag{8}$$

As $\Phi$ is real, $M$ is the slope of $\operatorname{Im}\sum_{\kappa'}C$. If the phase is $e^{i\mathbf q\cdot\mathbf R_l}$ alone, defining $\tilde C$, then $C=\tilde C\,e^{i\mathbf q\cdot(\boldsymbol\tau_{\kappa'}-\boldsymbol\tau_\kappa)}$ and the product rule gives

$$M_{\kappa\alpha,\beta\gamma}=-i\sum_{\kappa'}\frac{\partial\tilde C_{\kappa\alpha,\kappa'\beta}}{\partial q_\gamma}\bigg|_0+\sum_{\kappa'}C_{\kappa\alpha,\kappa'\beta}(0)\,(\tau_{\kappa'}-\tau_\kappa)_\gamma .$$

The slope of $\tilde C$ alone does not obey (3) unless the second term happens to be symmetric in $\beta\gamma$.

$M$ is also a response to deformation. Move every atom as $\mathbf x\to(1+\eta)\mathbf x$ with a general matrix $\eta$ and no internal relaxation. By (1) a rigid shift changes no force, so displacements may be measured from atom $(0\kappa)$, and $\delta F_{\kappa\alpha}=-\sum_j\Phi_{0\kappa\alpha,j\beta}\,\eta_{\beta\gamma}(x_j-\tau_\kappa)_\gamma$, so

$$M_{\kappa\alpha,\beta\gamma}=-\frac{\partial F_{\kappa\alpha}}{\partial\eta_{\beta\gamma}}. \tag{9}$$

The symmetric part of $\eta$ is a strain, and the symmetric part of $M$ is, up to a sign convention, the internal-strain tensor defined as the response of the Cartesian forces to strain. The response of the stress to a displacement $\mathbf u$ of sublattice $\kappa$ is a different tensor when $\mathbf F_\kappa\ne0$. There the displacement is deformed along with the crystal, the extra shift $\eta\mathbf u$ adds $-\mathbf F_\kappa\cdot\eta\mathbf u$ to the energy per cell, and the mixed derivative is $M_{\kappa\alpha,\beta\gamma}-\delta_{\alpha\gamma}F_{\kappa\beta}$, which by (3) is symmetric in $\beta\gamma$. The antisymmetric part of $\eta$ is a rotation, whose only effect is to turn $\mathbf F_\kappa$.

## The sum over sublattices

Let $S_{\alpha\beta\gamma}=\sum_\kappa M_{\kappa\alpha,\beta\gamma}$. Symmetry of $\Phi$ and lattice periodicity give $\Phi_{0\kappa\alpha,l\kappa'\beta}=\Phi_{l\kappa'\beta,0\kappa\alpha}=\Phi_{0\kappa'\beta,(-l)\kappa\alpha}$. Insert this in $S$, rename $l\to-l$ and exchange the names $\kappa,\kappa'$: the separation becomes $-\mathbf R_l+\boldsymbol\tau_\kappa-\boldsymbol\tau_{\kappa'}$, so $S_{\alpha\beta\gamma}=-S_{\beta\alpha\gamma}$. The energy per cell is unchanged when all $\boldsymbol\tau_\kappa$ shift together, so $\sum_\kappa\mathbf F_\kappa=0$, and (3) summed over $\kappa$ makes $S$ symmetric in its last two indices. Alternating the two properties,

$$S_{\alpha\beta\gamma}=-S_{\beta\alpha\gamma}=-S_{\beta\gamma\alpha}=S_{\gamma\beta\alpha}=S_{\gamma\alpha\beta}=-S_{\alpha\gamma\beta}=-S_{\alpha\beta\gamma},$$

so $S=0$, and $\sum_{\kappa\kappa'}C(\mathbf q)$ has no term linear in $\mathbf q$, forces or not. Rotational invariance is not needed for this. The deformed crystal is still periodic, so $\sum_\kappa\mathbf F_\kappa(\eta)=0$ for every $\eta$, and (9) gives $S=0$ at once. With $n$ atoms per cell, rotational invariance thus adds at most $9(n-1)$ conditions on the first moments to what translational invariance of the undeformed and deformed crystals already imposes, and none for $n=1$. Equation (1) at a single geometry is weaker and does not give $S=0$. For example, with one atom per cell and neighbours at $\pm a\hat z$, the force constants $\Phi_{0x,\pm y}=-\Phi_{0y,\pm x}=\pm c$ are symmetric and obey (1), yet $S_{xyz}=2ca$. Inversion symmetry, which every lattice with one atom per cell has, would force $c=0$, but (1) and the symmetry of $\Phi$ do not. In a fit, $S=0$ must therefore be imposed separately, either directly or through (3), unless the crystal symmetry built into the fit already ensures it. This count says nothing about the second moments, which rotational invariance also constrains.

The rotational rule (3) has been proved for finite systems with forces and, under the stated convergence assumptions, for crystals, where it adds nothing to the sublattice sum $S=0$. What remains is the separate proof for rigid point ions, the effect of approximate energies, and numerical checks on an H$_6$ ring and two model crystals.
